**Test of the in-plane mobility gain from valley repopulation in silicon**

The program tests the ratio R = 3/(2 + m_t/m_l), by which the in-plane mobility rises when all electrons move from six equally filled valleys into the two on the [001] axis. Here m_l and m_t are the longitudinal and transverse valley masses, and the scattering time τ is one fixed constant. The program evaluates the linear Boltzmann expression by direct sums over a three-dimensional k-space grid and asserts that the mobility tensors and their ratios agree with the derived formulas, for both nondegenerate and degenerate electrons. For valleys split by 0.10 eV at 300 K, it asserts the population p of the [001] pair, the in-plane mobility and the reduced gain. It also asserts that the gain rounds to 36 percent at all four corners of the mass-rounding range, and that averaging masses instead of inverse masses disagrees with the k-space sum. The output shows R = 1.3596 from the formula and from both sums, an out-of-plane ratio of 0.2808, and a gain of 33.80 percent for the finite splitting.

## Verification by program

```python
"""
Result under test: at fixed scattering time tau, moving all electrons of
silicon from six equally filled valleys into the two valleys on the [001]
axis multiplies the in-plane mobility by R = 3 / (2 + m_t/m_l).

m_l, m_t : longitudinal and transverse valley masses, in units of m0
tau      : scattering time, equal for all energies, directions and valleys
eta      : (chemical potential - lowest valley bottom) / (k_B T)
delta    : energy by which the x and y valley pairs lie above the z pair
p        : fraction of the electrons in the z ([001]) pair

The independent road is a direct k-space sum of the linear Boltzmann
expression  mu_ij = e tau * sum[v_i v_j (-df0/dE)] / sum[f0].
In the sums hbar = m0 = k_B T = 1, so mobility is in units of e tau / m0.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.special import expit

m_l, m_t = 0.92, 0.19        # rough silicon masses, two figures
tau = 0.20e-12               # s, chosen
temperature = 300.0          # K, chosen
delta_eV = 0.10              # eV, chosen

k_line = 0.16 * np.arange(-54, 55)
k_grid = np.meshgrid(k_line, k_line, k_line, indexing="ij", sparse=True)


def valley_sums(axis, eta, bottom):
    """Electron number and response tensor of a valley with long axis 'axis'."""
    masses = [m_l if i == axis else m_t for i in range(3)]
    energy = bottom + sum(k**2 / (2 * m) for k, m in zip(k_grid, masses))
    velocity = [k / m for k, m in zip(k_grid, masses)]
    f0 = expit(eta - energy)
    minus_slope = f0 * expit(energy - eta)
    response = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            response[i, j] = np.sum(velocity[i] * velocity[j] * minus_slope)
    return np.sum(f0), response


def boltzmann(eta, bottoms):
    """Total mobility tensor, z-pair mobility tensor, z-pair population."""
    sums = [valley_sums(axis, eta, bottoms[axis]) for axis in range(3)]
    number = sum(s[0] for s in sums)
    total = sum(s[1] for s in sums) / number
    return total, sums[2][1] / sums[2][0], sums[2][0] / number


# Derived formulas, in units of e tau / m0
mu6 = (1 / m_l + 2 / m_t) / 3
mu2 = 1 / m_t
ratio = 3 / (2 + m_t / m_l)
ratio_z = 3 / (1 + 2 * m_l / m_t)

# Equal valleys: nondegenerate and degenerate electrons
sum_ratios = []
for eta in (-12.0, 3.0):
    total, z_pair, z_share = boltzmann(eta, (0.0, 0.0, 0.0))
    assert np.allclose(total, mu6 * np.eye(3), rtol=1e-6, atol=1e-6)
    assert np.allclose(z_pair, np.diag([1 / m_t, 1 / m_t, 1 / m_l]),
                       rtol=1e-6, atol=1e-6)
    assert abs(z_share - 1 / 3) < 1e-6
    sum_ratios.append(z_pair[0, 0] / total[0, 0])
    assert abs(sum_ratios[-1] - ratio) < 1e-6
    assert abs(z_pair[2, 2] / total[2, 2] - ratio_z) < 1e-6

# Split valleys, nondegenerate electrons
kT_eV = const.k * temperature / const.e
reduced_delta = delta_eV / kT_eV
p = 1 / (1 + 2 * np.exp(-reduced_delta))
mu_partial = p / m_t + (1 - p) * (1 / m_l + 1 / m_t) / 2
gain = 100 * (ratio - 1)
gain_partial = gain * (3 * p - 1) / 2
total, _, z_share = boltzmann(-12.0, (reduced_delta, reduced_delta, 0.0))
# tolerance: Fermi statistics at eta = -12 differ from Boltzmann by about 1e-6
assert abs(z_share - p) < 1e-5
assert abs(total[0, 0] / mu_partial - 1) < 1e-5
assert abs(100 * (total[0, 0] / mu6 - 1) - gain_partial) < 1e-3

# Effect of rounding the masses to two decimals
corner_gains = [100 * (3 / (2 + (m_t + a) / (m_l + b)) - 1)
                for a, b in itertools.product((-0.005, 0.005), repeat=2)]
assert all(round(g) == 36 for g in corner_gains)

# Averaging masses instead of inverse masses contradicts the k-space sum
wrong_ratio = ((m_l + 2 * m_t) / 3) / m_t
assert abs(wrong_ratio - sum_ratios[0]) > 0.5

unit = const.e * tau / const.m_e * 1e4      # cm^2/(V s)
print(f"longitudinal mass m_l: {m_l:.2f} m0")
print(f"transverse mass m_t: {m_t:.2f} m0")
print(f"mass ratio m_t/m_l: {m_t / m_l:.4f}")
print(f"scattering time: {tau * 1e12:.2f} ps")
print(f"e tau/m0: {unit:.1f} cm^2/(V s)")
print(f"x-pair mobility along x: {unit / m_l:.1f} cm^2/(V s)")
print(f"y-pair or z-pair mobility along x: {unit / m_t:.1f} cm^2/(V s)")
print(f"six-valley conductivity mass: {1 / mu6:.4f} m0")
print(f"six-valley mobility: {unit * mu6:.1f} cm^2/(V s)")
print(f"two-valley in-plane mobility: {unit * mu2:.1f} cm^2/(V s)")
print(f"two-valley mobility along z: {unit / m_l:.1f} cm^2/(V s)")
print(f"in-plane ratio R, formula: {ratio:.4f}")
print(f"in-plane ratio R, k-space sum, eta=-12: {sum_ratios[0]:.4f}")
print(f"in-plane ratio R, k-space sum, eta=+3: {sum_ratios[1]:.4f}")
print(f"in-plane gain: {gain:.2f} percent")
print(f"lowest gain under mass rounding: {min(corner_gains):.2f} percent")
print(f"highest gain under mass rounding: {max(corner_gains):.2f} percent")
print(f"out-of-plane ratio: {ratio_z:.4f}")
print(f"wrong in-plane ratio from averaged masses: {wrong_ratio:.2f}")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy k_B T: {kT_eV:.5f} eV")
print(f"valley splitting: {delta_eV:.2f} eV")
print(f"splitting / k_B T: {reduced_delta:.3f}")
print(f"z-pair fraction p, formula: {p:.4f}")
print(f"z-pair fraction p, k-space sum: {z_share:.4f}")
print(f"in-plane mobility at this p: {unit * mu_partial:.1f} cm^2/(V s)")
print(f"in-plane gain at this p: {gain_partial:.2f} percent")
print("all good")
```

Running it gives:

```
longitudinal mass m_l: 0.92 m0
transverse mass m_t: 0.19 m0
mass ratio m_t/m_l: 0.2065
scattering time: 0.20 ps
e tau/m0: 351.8 cm^2/(V s)
x-pair mobility along x: 382.4 cm^2/(V s)
y-pair or z-pair mobility along x: 1851.4 cm^2/(V s)
six-valley conductivity mass: 0.2583 m0
six-valley mobility: 1361.7 cm^2/(V s)
two-valley in-plane mobility: 1851.4 cm^2/(V s)
two-valley mobility along z: 382.4 cm^2/(V s)
in-plane ratio R, formula: 1.3596
in-plane ratio R, k-space sum, eta=-12: 1.3596
in-plane ratio R, k-space sum, eta=+3: 1.3596
in-plane gain: 35.96 percent
lowest gain under mass rounding: 35.56 percent
highest gain under mass rounding: 36.36 percent
out-of-plane ratio: 0.2808
wrong in-plane ratio from averaged masses: 2.28
temperature: 300 K
thermal energy k_B T: 0.02585 eV
valley splitting: 0.10 eV
splitting / k_B T: 3.868
z-pair fraction p, formula: 0.9599
z-pair fraction p, k-space sum: 0.9599
in-plane mobility at this p: 1821.9 cm^2/(V s)
in-plane gain at this p: 33.80 percent
all good
```
